Why interstitial supersaturation can pause before large 311 defects take over

Silicon implanted with its own ions and annealed at 600 °C contains more interstitial atoms than it can hold in equilibrium. Nearly all of the excess sits in clusters. The few free interstitials have a concentration C₁ = S C*, where C* is the equilibrium value and S is the supersaturation. Large clusters, here called the 311 family, hold their atoms more firmly than small ones do, so atoms should pass from small to large and S should fall as this coarsening goes on. Why, then, might S pause early, far above the level that large defects would maintain?

A proposed answer is that clusters of about eight atoms are unusually stable. The model below shows how this can work, and that the stability of size eight is only half of the cause.

**Exchange of atoms with one cluster**

Let only single interstitials move, with diffusivity D, and let a cluster capture any that reach its radius r. The steady concentration around it is C₁(1 − r/R) at distance R. Its gradient at R = r is C₁/r, and multiplying by D and by the area 4πr² gives the capture rate

4πrDC₁ = aS, with a = 4πrDC*.

I take the same r for all sizes.

Let Gₙ be the free energy of an n-atom cluster at S = 1, relative to bulk silicon, and let eₙ = Gₙ − Gₙ₋₁ be the cost of the step into size n. In equilibrium at supersaturation S, the concentration Nₙ is proportional to Sⁿ exp(−Gₙ/kT), so

Nₙ₊₁/Nₙ = S/sₙ₊₁, with sₙ = exp(eₙ/kT).

Capture and emission must then cancel between neighbouring sizes. Capture by size n occurs at the rate aSNₙ, so each cluster of size n+1 must emit at the rate aSNₙ/Nₙ₊₁ = asₙ₊₁. Out of equilibrium the net flux from n to n+1 is therefore

Jₙ = a(SNₙ − sₙ₊₁Nₙ₊₁).

**One stable size changes two steps**

Now lower G₈ by Δ and leave every other Gₙ alone. Since e₈ = G₈ − G₇ and e₉ = G₉ − G₈,

e₈ → e₈ − Δ and e₉ → e₉ + Δ.

The first change makes an 8-cluster slow to lose an atom. The second makes a 9-cluster quick to lose the atom it has just gained. This second change raises the barrier to growth.

For numbers, take round model energies: eₙ = 1.10 + 0.6/n eV up to n = 9, and 0.65 + 1.0/n eV from n = 10, which stands for the 311 family. Then apply Δ = 0.50 eV. With kT = 0.0752 eV this gives

s₇ = 7.0×10⁶, s₈ = 7.9×10³, s₉ = 4.2×10⁹, s₁₀ = 2.1×10⁴.

With r = 0.5 nm and DC* = 4×10⁻³ cm⁻¹ s⁻¹, a = 2.51×10⁻⁹ s⁻¹. At S = 6.7×10⁵, an 8-cluster captures an atom about every 1/(aS) ≈ 600 s, but the resulting 9-cluster emits one after about 1/(as₉) ≈ 0.1 s. Size eight is continually tried and rarely left.

**The two exit rates**

To find the upward exit rate, hold N₈ fixed, let the sizes above it reach a steady state with common flux J, and remove clusters at some larger size m, so that Nₘ = 0. Define p₈ = 1 and pₙ₊₁ = pₙsₙ₊₁/S. Multiplying the flux equation by pₙ gives

Jpₙ = aS(pₙNₙ − pₙ₊₁Nₙ₊₁).

Summed from n = 8 to m − 1, the right side telescopes to aSN₈. The rate per 8-cluster is therefore

k_up = aS / [1 + s₉/S + s₉s₁₀/S² + …].

When S is far below s₉ but far above s₁₀ and the later values, the term s₉/S dominates:

k_up ≈ aS²/s₉.

This is the capture rate aS times the small chance S/s₉ that a second atom arrives before the first is lost.

For dissolution, the downward flux I from n to n−1 is

I = a(sₙNₙ − SNₙ₋₁).

Define q₈ = 1 and qₙ₋₁ = qₙS/sₙ₋₁. Multiplying by qₙ gives

Iqₙ = a(qₙsₙNₙ − qₙ₋₁sₙ₋₁Nₙ₋₁)

for n = 8 down to 3. The last link, n = 2, also contains the formation of new pairs from free atoms. This is negligible here: with D = 10⁻⁸ cm²/s, C* is 4×10⁵ cm⁻³, so at S = 10⁶ pairs form at aSC₁ ≈ 10⁹ cm⁻³ s⁻¹, against a release of order 10¹³ cm⁻³ s⁻¹ found below. Summing all links leaves as₈N₈ on the right, and

k_down = as₈ / [1 + S/s₇ + S²/(s₇s₆) + … + S⁶/(s₇s₆s₅s₄s₃s₂)].

The terms after the 1 describe recapture on the way down.

Since s₈ carries the factor exp(−Δ/kT) and s₉ carries exp(+Δ/kT), both exits slow by exp(−Δ/kT) as long as S ≪ s₉. A direct calculation of the slowest decay rate of the size chain at S = 10⁶ tests this for the sum of the two rates, which is mostly dissolution: raising Δ from 0.40 to 0.50 eV slows the decay by 3.77, against 3.78 from the exponential.

At S = 10⁶, k_up = 5.9×10⁻⁷ s⁻¹ and k_down = 1.70×10⁻⁵ s⁻¹. The lifetime of an 8-cluster is about 5.7×10⁴ s, and about 97% of exits are by dissolution. The two rates become equal at S = 4.1×10⁶; below that, dissolution is the likelier fate.

**What sets the level of the pause**

The free atoms are a negligible store: at S = 10⁶ there are 4×10¹¹ cm⁻³ of them, against an initial excess of 2×10¹⁸ cm⁻³. Once the clusters below size eight have gone, S must therefore adjust until supply equals demand.

Each dissolving 8-cluster supplies eight atoms. The surface removes some. For a layer of width W centred at depth L, a linear concentration profile carries the flux D(C₁ − C*)/L, so the loss per unit volume is K(S − 1), with K = DC*/(LW). The large defects take the rest, including the two atoms that carry an 8-cluster to size ten:

8k_downN₈ = K(S − 1) + a Σₙ≥₁₀ (S − sₙ)Nₙ + 2k_upN₈.

The emission from size ten, as₁₀N₁₀, is counted here both in the sum and in the net flux k_upN₈. For S far above s₁₀ this double counting is negligible.

If S rises, the left side falls, because recapture is stronger, and the right side grows. The excess demand then pulls S back. This feedback holds S near the balance, while the balance itself drifts only as fast as the cluster populations change.

Let N_L be the total concentration of clusters with n ≥ 10. If S is well above 1 and above their sₙ, and the last term is small,

S ≈ 8k_downN₈/(K + aN_L).

There are two limits. If the surface is the main sink, S ≈ 8k_downN₈/K, which falls in step with N₈ apart from the weak dependence of k_down on S. If large defects are the main sink and recapture is weak, k_down ≈ as₈ and

S ≈ 8s₈N₈/N_L.

With both sinks present and recapture weak, S/s₈ ≈ 8aN₈/(K + aN_L). So the pause does not in general sit at s₈. It lies far above s₈ when the surface and the large defects are both weak sinks, that is, when K and aN_L are both small compared with 8aN₈.

**The course of an anneal**

Take L = 150 nm and W = 100 nm, so that K = 2.67×10⁷ cm⁻³ s⁻¹, and start with all excess atoms free. The full equations are dNₙ/dt = Jₙ₋₁ − Jₙ for each cluster size, with the free atoms losing what the clusters and the surface take. Their solution is as follows, with shares given as percentages of the initial excess.

Time (s): S; in 8-clusters; in sizes ≥ 10
3×10²: 7.0×10⁶; 88; 3
10³: 8.1×10⁵; 88; 4
10⁴: 6.7×10⁵; 75; 8
2×10⁴: 5.6×10⁵; 62; 13
10⁵: 1.3×10⁵; 14; 30
2×10⁵: 2.0×10⁴; 2; 34

Between 10³ and 2×10⁴ s, time grows twentyfold while S falls by a factor of 1.4. In the next tenfold of time it falls by a factor of 27. The pause is a slow slope, not a strict plateau.

The level at 10⁴ s can be checked by hand. The 8-clusters hold 74.7% of the atoms, so N₈ = 0.747 × 2×10¹⁸/8 = 1.87×10¹⁷ cm⁻³. Keeping the first recapture term, S/s₇ = 0.096,

k_down ≈ 2.51×10⁻⁹ × 7.87×10³/1.096 = 1.80×10⁻⁵ s⁻¹,

and the supply is 8k_downN₈ = 2.7×10¹³ cm⁻³ s⁻¹. With N_L = 5.3×10¹⁵ cm⁻³, aN_L = 1.3×10⁷ cm⁻³ s⁻¹. Hence

S ≈ 2.7×10¹³/(2.67×10⁷ + 1.3×10⁷) ≈ 6.8×10⁵.

The complete balance gives 6.71×10⁵ and the full equations 6.72×10⁵.

The large defects do not wait for the pause to end. At 10⁴ s they average 32 atoms each, but they are few. Most of them also formed before the pause. With the values at 10³ s, k_up ≈ aS²/s₉ = 3.9×10⁻⁷ s⁻¹ and N₈ = 2.2×10¹⁷ cm⁻³, so the next 9×10³ s add at most about 8×10¹⁴ cm⁻³, under one sixth of the number present at 10⁴ s; since S and N₈ both fall meanwhile, the full equations give 5.8×10¹⁴ cm⁻³. The others crossed earlier, when S was near 10⁷ and the S² in k_up made crossing much easier.

The pause ends as the 8-clusters are depleted, on the time scale of their lifetime. S passes below 10⁵ at 1.13×10⁵ s, about two of the lifetimes quoted above, when they still hold about 10% of the initial excess. Without 8-clusters, the balance reads K(S − 1) = a Σ(sₙ − S)Nₙ. For S > 1 the left side is positive, so S must lie below the average sₙ of the large defects, which now slowly feed the surface. At 5×10⁵ s, S is 2.4×10³, while s₁₀₀ = 6.4×10³. By then 66% of the atoms have reached the surface and 34% are in large defects.

**Separating stability from the barrier**

Two comparisons, with all other parameters fixed, separate the effect of the raised step from that of the deep size eight alone. With Δ = 0, S passes below 10⁵ at 1.0×10³ s, about a hundred times earlier, and is 1.6×10⁴ at 10⁴ s.

In the second comparison e₈ keeps its reduction but e₉ is not raised, which means that every size from eight upward is stabilized by the same Δ. Size eight is as deep as before, yet at 10⁴ s S is only 3.6×10⁴, and 78% of the atoms are already in sizes ≥ 10, against 8% with the raised step. A deep size eight without a costly next step does not hold up this model at the high level. The converse case also fails: raising e₉ by Δ without lowering e₈ keeps S above 10⁷ up to 10³ s, but S passes below 10⁵ already at 3.2×10³ s.

The high level of the pause would also be lost if too many clusters crossed during the early, high-S stage, since a large N_L lowers S; a pause could then remain, but at a lower level. And a larger Δ does not by itself raise the level: at fixed N₈ and N_L it lowers k_down, so the 8-clusters last longer and S is lower. In a whole anneal Δ also changes N_L, because it alters how many clusters cross early; that combined effect is not computed here.

**How far this carries over to silicon**

The excess corresponds to 2×10¹³ atoms per cm², and the temperature, depth and DC* are meant as rough typical values for such an anneal. The step energies are not computed or measured silicon energies. In particular, a single stable size on an otherwise smooth curve, with Δ as large as 0.50 eV, is an idealization. The result is sensitive to it: an error of 0.05 eV in Δ changes the lifetime by a factor of 1.9.

The size at which the 311 family begins also matters. If it begins at 15 instead of 10, S at 10⁴ s rises from 6.7×10⁵ to 8.8×10⁵. In the comparison without the raised step it rises from 3.6×10⁴ to 1.9×10⁵, because several steps above size eight are then costly even without Δ. That case has a lower pause of its own: S goes from 2.4×10⁵ at 3×10³ s to 1.6×10⁵ at 2×10⁴ s and passes below 10⁵ only at 4.6×10⁴ s. The sharp contrast found above therefore depends on the family beginning at ten.

Some other simplifications have smaller effects. Letting the capture radius grow as n^(1/3) above size eight lowers S at 10⁴ s by 16.5%. The surface gradient makes S at the edges of the layer differ from its central value by less than W/(2L) = 33%, the estimate for a straight profile; the true profile flattens with depth because the layer itself is the source. Large defects absorb free atoms over a length 1/√(4πrN_L) = 174 nm, not much longer than the layer is wide, so the uniform layer is a fair approximation and no better: resolving it in depth lowers the mean S at 10⁴ s by roughly 8%. The surface is taken as a perfect sink. It is the larger sink during the pause, so a surface that recombines more slowly would lower K and, at fixed N₈ and N_L, raise S. Reducing D tenfold at fixed DC* changes S at 10⁴ s by 0.01%. Real wafers also contain carbon, dopants and implantation vacancies, which can bind or remove interstitials. The model omits them, and their effect is not estimated here. The remaining values are in the numerical output below.

Calculated quantities

```
temperature = 873.15 K, kT = 0.07524 eV
D*Cstar = 4.0e-03 1/(cm s), D = 1e-08 cm2/s
initial excess = 2.0e+18 cm^-3, capture radius = 0.5 nm
layer depth = 150 nm, width = 100 nm
capture rate a at S=1 = 2.513e-09 1/s
surface loss K at S=1 = 2.667e+07 cm^-3 s^-1
Delta = 0.50 eV, exp(Delta/kT) = 769.1
step into size 2: e = 1.400 eV, s = 1.204e+08
step into size 7: e = 1.186 eV, s = 6.980e+06
step into size 8: e = 0.675 eV, s = 7.872e+03
step into size 9: e = 1.667 eV, s = 4.168e+09
step into size 10: e = 0.750 eV, s = 2.133e+04
step into size 100: e = 0.660 eV, s = 6.449e+03
at S=1e6: k_up = 5.900e-07 1/s, k_down = 1.703e-05 1/s
at S=1e6: chain decay rate = 1.761e-05 1/s
at S=1e6: lifetime of an 8-cluster = 5.679e+04 s
slowing per 0.1 eV of Delta: chain 3.773, exp 3.777
crossover S where k_up = k_down = 4.067e+06
time (s), S, % of initial atoms in: size 8, sizes >= 10, lost
  1e+02  1.349e+07  65.8  0.8  3.3
  3e+02  6.976e+06  87.9  2.9  6.1
  1e+03  8.061e+05  87.8  4.0  8.0
  3e+03  7.713e+05  84.7  5.0  10.1
  1e+04  6.724e+05  74.7  8.4  16.8
  2e+04  5.576e+05  62.2  12.7  25.0
  5e+04  3.231e+05  35.5  22.3  42.1
  1e+05  1.281e+05  13.6  30.1  56.2
  2e+05  2.030e+04  1.9  34.1  64.0
  5e+05  2.405e+03  0.0  33.9  66.1
balance at 1e+04 s: S full 6.724e+05, S balance 6.710e+05
balance at 5e+04 s: S full 3.231e+05, S balance 3.224e+05
S(3e3 s)/S(2e4 s) = 1.38, S(2e4 s)/S(2e5 s) = 27.5
large defects at 1e4 s: 5.26e+15 cm^-3, mean size 31.8
S falls below 1e5 at 1.15e+05 s; Delta=0: 1.04e+03 s
Delta=0: S at 1e4 s = 1.634e+04
deep 8, no raised step: S at 1e4 s = 3.637e+04
atoms in sizes >= 10 at 1e4 s: 78.1 % (no raised step), 8.4 % (raised step)
neglected: S variation across layer ~ 33 %
neglected: absorption length of large defects = 174 nm
neglected: bulk/surface loss at 1e4 s = 8.5e-04
neglected: capture radius / cluster spacing = 0.029
radius growing as n^(1/3) above 8: S at 1e4 s changes by -16.5 %
D/10 at fixed D*Cstar: S at 1e4 s changes by -0.01 %
0.05 eV error in Delta: lifetime factor 1.94
```
